\section*{The Jacobian of the Kohn–Sham density map}

\section{What dimensions and symmetry fix}

One pass of a self-consistent calculation takes an input density $\rho_{\rm in}$, builds a potential $v$ from it, solves the Kohn--Sham equations in that potential and returns an output density $\rho_{\rm out}=F[\rho_{\rm in}]$. Let $J$ be the Jacobian of this map,
\begin{equation}
\delta\rho_{\rm out}(\mathbf r)=\int J(\mathbf r,\mathbf r')\,\delta\rho_{\rm in}(\mathbf r')\,d\mathbf r' .
\end{equation}
Both densities are inverse volumes, so $J$ is an inverse volume. The input acts on the output through the potential alone. Hence $J$ is a product of two linear responses: $K=\delta v/\delta\rho_{\rm in}$, an energy, and $\chi_0=\delta\rho_{\rm out}/\delta v$, an inverse energy times an inverse volume squared. Integrating $\chi_0K$ over the intermediate point supplies one volume and leaves an inverse volume, as required. The order is fixed as well: $K$ turns a density into a potential and must act first, so the product is $\chi_0K$.

Symmetry adds a constraint. At fixed electron number $N$, a constant added to $v$ changes no density, and no potential changes the total charge:
\begin{equation}
\int\chi_0(\mathbf r,\mathbf r')\,d\mathbf r'=0,\qquad
\int\chi_0(\mathbf r,\mathbf r')\,d\mathbf r=0 .
\label{sym}
\end{equation}
These arguments do not give $\chi_0$ itself. First-order perturbation theory does.

\section{Setting and theorem}

Hartree atomic units are used. The density is spin-unpolarized and the external potential $v_{\rm ext}$ is fixed. The potential is multiplicative,
\begin{equation}
v[\rho]=v_{\rm ext}+v_{\rm H}[\rho]+v_{\rm xc}[\rho],\qquad
v_{\rm H}(\mathbf r)=\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r',
\end{equation}
and $v_{\rm xc}$ is differentiable at $\rho_{\rm in}$. With $H=-\tfrac12\nabla^2+v[\rho_{\rm in}]$,
\begin{equation}
H\varphi_n=\varepsilon_n\varphi_n,\qquad
\rho_{\rm out}=\sum_n g_n|\varphi_n|^2,\qquad \sum_n g_n=N .
\label{ks}
\end{equation}
The orbitals are orthonormal and span a finite basis or grid, so that all sums are finite. The occupations, which include the spin factor, are of one of two kinds:
\begin{itemize}
\item[(a)] $g_n=g(\varepsilon_n-\mu)$, with $g$ continuously differentiable and non-increasing, $g'_n\equiv g'(\varepsilon_n-\mu)$ nonzero for at least one level, and $\mu$ fixed by $N$;
\item[(b)] the lowest levels are full and the others empty, with a gap between them.
\end{itemize}

\paragraph{Theorem.} Under these assumptions
\begin{equation}
\delta\rho_{\rm out}=\chi_0K\,\delta\rho_{\rm in},\qquad
K(\mathbf r,\mathbf r')=\frac1{|\mathbf r-\mathbf r'|}+\frac{\delta v_{\rm xc}(\mathbf r)}{\delta\rho(\mathbf r')},
\label{main}
\end{equation}
to first order, where $\chi_0$ is the static independent-particle response at fixed $N$. The residual $R[\rho]=F[\rho]-\rho$ has the Jacobian
\begin{equation}
R'=\chi_0K-1=-(1-\chi_0K).
\label{res}
\end{equation}
Both $\chi_0$ and $K$ are evaluated at $\rho_{\rm in}$, which need not be self-consistent.

\section{Response of the density to the potential}

Write $V_{mn}=\int\varphi_m^*\,\delta v\,\varphi_n\,d\mathbf r$; since $\delta v$ is real, $V_{mn}^*=V_{nm}$.

\paragraph{Lemma 1 (fixed occupations).} If the levels are non-degenerate and the $g_n$ are held fixed, then
\begin{equation}
\delta\rho=\sum_{n\ne m}\frac{g_n-g_m}{\varepsilon_n-\varepsilon_m}\,\varphi_n^*\varphi_m V_{mn}.
\label{fixedocc}
\end{equation}

\emph{Proof.} The first-order part of $(H+\delta v)(\varphi_n+\delta\varphi_n)=(\varepsilon_n+\delta\varepsilon_n)(\varphi_n+\delta\varphi_n)$ is
\begin{equation}
(H-\varepsilon_n)\,\delta\varphi_n=(\delta\varepsilon_n-\delta v)\,\varphi_n .
\end{equation}
Projection on $\varphi_n$ makes the left side vanish and gives $\delta\varepsilon_n=V_{nn}$. Projection on $\varphi_m$ with $m\neq n$ gives $(\varepsilon_m-\varepsilon_n)\langle m|\delta\varphi_n\rangle=-V_{mn}$. Normalization makes $\langle n|\delta\varphi_n\rangle$ imaginary, and a choice of phase sets it to zero. Thus
\begin{equation}
\delta\varphi_n=\sum_{m\ne n}\varphi_m\frac{V_{mn}}{\varepsilon_n-\varepsilon_m}.
\end{equation}
The density changes by $\sum_n g_n(\varphi_n^*\delta\varphi_n+\varphi_n\delta\varphi_n^*)$, that is,
\begin{equation}
\delta\rho=\sum_{n\ne m}g_n\frac{\varphi_n^*\varphi_mV_{mn}}{\varepsilon_n-\varepsilon_m}
+\sum_{n\ne m}g_n\frac{\varphi_n\varphi_m^*V_{nm}}{\varepsilon_n-\varepsilon_m}.
\end{equation}
Exchanging the names $n$ and $m$ in the second sum turns its summand into $g_m\varphi_m\varphi_n^*V_{mn}/(\varepsilon_m-\varepsilon_n)$. This is the first summand with $g_n$ replaced by $-g_m$, and the sum is (\ref{fixedocc}). $\square$

Pairs of equally occupied levels drop out: mixing two full orbitals with each other does not change their joint density.

\paragraph{Lemma 2 (fixed chemical potential).} In case (a), at fixed $\mu$ and with or without degeneracies, $\delta\rho=\chi_\mu\delta v$ with
\begin{equation}
\chi_\mu(\mathbf r,\mathbf r')=\sum_{nm}w_{nm}\,\varphi_n^*(\mathbf r)\varphi_m(\mathbf r)\varphi_m^*(\mathbf r')\varphi_n(\mathbf r'),
\label{chimu}
\end{equation}
\begin{equation}
w_{nm}=\frac{g_n-g_m}{\varepsilon_n-\varepsilon_m}\ \ (\varepsilon_n\ne\varepsilon_m),\qquad
w_{nm}=g'_n\ \ (\varepsilon_n=\varepsilon_m).
\end{equation}

\emph{Proof.} Without degeneracy, the occupations change by $\delta g_n=g'_n\,\delta\varepsilon_n=g'_nV_{nn}$. This adds $\sum_n g'_n|\varphi_n|^2V_{nn}$ to (\ref{fixedocc}), which is the diagonal part of (\ref{chimu}).

With degeneracy, individual orbitals are not determined, but the operator $\gamma=g(H-\mu)$ is, and $\rho(\mathbf r)=\langle\mathbf r|\gamma|\mathbf r\rangle$. Take first a power $H^p$. The product rule gives
\begin{equation}
\langle m|\delta(H^p)|n\rangle=\sum_{k=0}^{p-1}\langle m|H^k\,\delta v\,H^{p-1-k}|n\rangle
=V_{mn}\sum_{k=0}^{p-1}\varepsilon_m^k\,\varepsilon_n^{p-1-k}.
\end{equation}
Multiplied by $\varepsilon_m-\varepsilon_n$, the last sum telescopes to $\varepsilon_m^p-\varepsilon_n^p$. It is therefore the divided difference of $\varepsilon^p$ if the levels differ, and it equals $p\,\varepsilon_n^{p-1}$ if they coincide. By linearity the rule $\delta\gamma_{mn}=w_{nm}V_{mn}$ holds for every polynomial $g$.

A continuously differentiable $g$ is the limit of polynomials that converge uniformly, together with their derivatives, on an interval containing the spectrum. A divided difference is the mean of the derivative between its two arguments, so the weights converge uniformly too, and the rule passes to the limit. Then $\delta\rho=\sum_{mn}\varphi_m\,\delta\gamma_{mn}\,\varphi_n^*$ is $\chi_\mu\delta v$. $\square$

\paragraph{Lemma 3 (fixed number).} Let $(a,b)=\int ab\,d\mathbf r$, and let $1$ as a function denote the constant one. In case (a),
\begin{equation}
\chi_0=\chi_\mu-\frac{|\chi_\mu1)(\chi_\mu1|}{(1,\chi_\mu1)} .
\label{chi0}
\end{equation}
In case (b), $\chi_0$ is (\ref{chimu}) with $g'_n=0$.

\emph{Proof.} Occupations depend on $\varepsilon_n-\mu$, so raising $\mu$ by $\delta\mu$ acts on the density as lowering the potential by the constant $\delta\mu$. Hence
\begin{equation}
\delta\rho=\chi_\mu(\delta v-\delta\mu).
\label{shift}
\end{equation}
Conservation of $N$ requires $(1,\delta\rho)=0$, so that
\begin{equation}
\delta\mu=\frac{(1,\chi_\mu\delta v)}{(1,\chi_\mu1)} .
\end{equation}
By orthonormality the denominator is $\sum_ng'_n$, which is negative under (a); the implicit function theorem then makes $\mu$ a differentiable function of $v$. The kernel $\chi_\mu$ is symmetric, because exchanging $n$ and $m$ in (\ref{chimu}) exchanges $\mathbf r$ and $\mathbf r'$. Thus $(1,\chi_\mu\delta v)=(\chi_\mu1,\delta v)$, and inserting $\delta\mu$ into (\ref{shift}) gives (\ref{chi0}).

In case (b), choose a smooth $g$ that equals the full occupation at and around the occupied levels, vanishes at and around the empty ones, and falls inside the gap, with $\mu$ held fixed. A small $\delta v$ leaves every level on a flat part of $g$, so Lemma 2 applies with $g'_n=0$ and $N$ does not change. $\square$

Equation (\ref{chi0}) gives $\chi_01=0$, and symmetry gives $(1,\chi_0\delta v)=0$, in agreement with (\ref{sym}).

\paragraph{Remark (where differentiability is lost).} A degenerate level partly filled with integer occupations is excluded. An arbitrarily small $\delta v$ can then split the level and select which of its orbitals are filled, and the selection depends on the direction of $\delta v$. The output density can jump, and no Jacobian exists. A small gap is allowed, but its weights are large, of the order of the occupation difference divided by the gap, and first order suffices only while the relevant $|V_{mn}|$ are small compared with the gap.

\section{Proof of the theorem}

The Hartree potential is linear in the density, so its change is the Coulomb integral of $\delta\rho_{\rm in}$ without remainder. The exchange-correlation potential changes to first order by its functional derivative. Together,
\begin{equation}
\delta v=K\,\delta\rho_{\rm in}.
\end{equation}
This is a change of the potential in which the orbitals of (\ref{ks}) are computed, so Lemma 3 applies with those orbitals and gives $\delta\rho_{\rm out}=\chi_0\,\delta v=\chi_0K\,\delta\rho_{\rm in}$. That is (\ref{main}). The identity map $\rho\mapsto\rho$ has Jacobian $1$, and subtracting it gives (\ref{res}). $\square$

Self-consistency was not used. If $v_{\rm xc}$ and $g$ are twice continuously differentiable, the remainder is of second order in $\delta\rho_{\rm in}$. With the opposite convention $\rho_{\rm in}-\rho_{\rm out}$ for the residual, the Jacobian is $+(1-\chi_0K)$.

Two limits show the content of the formula. If the electrons do not interact, $K=0$: the output ignores the input, $R'=-1$, and one full step $\rho\to\rho+R$ reaches the solution. In a large uniform metal, a slowly varying potential shifts the local filling by $\delta\rho=-D\,\delta v$, with $D=\partial n/\partial\mu$, which is the density of states per volume at the Fermi level at zero temperature and its thermal average otherwise. The Hartree kernel at wave number $q$ is $4\pi/q^2$, so for small $q$ the factor $1-\chi_0K$ is $4\pi D/q^2$ plus terms that stay finite as $q\to0$ (the $1$, a local exchange-correlation kernel times $D$, and the $q^2$ correction to $\chi_0$ times $4\pi/q^2$). It grows without bound as $q\to0$: a small long-wave input error returns as a large output error of opposite sign.

The theorem concerns potentials that are functionals of the density. With a non-local exchange operator built from orbitals, the input is a density matrix, and the map from density to density is no longer defined by $\rho_{\rm in}$ alone.

\section{Consequences for iteration}

\paragraph{Corollary 1 (Newton step).} Setting $R+R'\,\delta\rho=0$ and using (\ref{res}),
\begin{equation}
\delta\rho=(1-\chi_0K)^{-1}R,
\end{equation}
provided that $1-\chi_0K$ has no zero eigenvalue.

\paragraph{Corollary 2 (linear mixing).} Let $\rho_{k+1}=\rho_k+\alpha R[\rho_k]$ with $\alpha>0$, and let $e_k$ be the deviation from a fixed point. Since $R=0$ there,
\begin{equation}
e_{k+1}=\left[1-\alpha(1-\chi_0K)\right]e_k
\end{equation}
to first order. If $K$ is symmetric, the eigenvalues $\lambda$ of $1-\chi_0K$ are real. If they are also all positive, mixing converges from nearby densities for
\begin{equation}
0<\alpha<2/\lambda_{\max}.
\label{limit}
\end{equation}

\emph{Proof.} For real $u$ with matrix elements $u_{nm}$, (\ref{chimu}) gives $(u,\chi_\mu u)=\sum_{nm}w_{nm}|u_{nm}|^2\le0$, because a non-increasing $g$ has $w_{nm}\le0$. The same holds in case (b). In case (a) put $X=-\chi_\mu$. From (\ref{chi0}),
\begin{equation}
-(u,\chi_0u)=(u,Xu)-\frac{(1,Xu)^2}{(1,X1)}\ge0
\end{equation}
by the Cauchy--Schwarz inequality for the form $X$. So $-\chi_0$ has a symmetric square root $A$, and $\chi_0K=-A(AK)$. The products $A(AK)$ and $(AK)A$ have the same eigenvalues, and $AKA$ is symmetric; its eigenvalues $\kappa$ are real, and $\lambda=1+\kappa$. An error along an eigenvector is multiplied by $1-\alpha\lambda$ at each step, and the iteration contracts locally if $|1-\alpha\lambda|<1$ for every $\lambda$. For positive $\lambda$ this is (\ref{limit}). $\square$

The kernel $K$ is symmetric when $v_{\rm xc}$ is the derivative of an energy functional. A negative $\lambda$ gives $1-\alpha\lambda>1$ for every positive $\alpha$, so the component of the error along that mode grows however small the step, and the fixed point is unstable under linear mixing.

\section{Worked example: a confined electron film}

Electrons are held between hard walls at $z=0$ and $z=L=20$ bohr, on a uniform positive background with $r_s=4$ bohr, at $kT=0.01$ hartree. The system is uniform in the plane. The background density is $3/(4\pi r_s^3)=3.730\times10^{-3}$ bohr$^{-3}$; times $L$, this is $0.0746$ electrons per bohr$^2$. Exchange is Dirac's and correlation Wigner's, both in their zero-temperature local form. The wave functions live on 59 grid points, and the numbers below belong to that grid. In the converged limit they shift by up to about $0.2\%$: the largest eigenvalue quoted below goes from $22.785$ to $22.74$, the density at $z=5$ bohr from $4.795\times10^{-3}$ to $4.804\times10^{-3}$ bohr$^{-3}$, and the first-order $\delta\rho_{\rm out}$ there from $-1.350\times10^{-5}$ to $-1.352\times10^{-5}$ bohr$^{-3}$.

A state in subband $n$ has energy $\varepsilon_n+E$, where $E=k^2/2$ is the in-plane energy. With two spins, the number of states per area is $2\cdot2\pi k\,dk/(2\pi)^2=dE/\pi$, so a subband holds
\begin{equation}
g_n=\frac1\pi\int_0^\infty\frac{dE}{1+e^{(\varepsilon_n+E-\mu)/kT}}
=\frac{kT}\pi\ln\left[1+e^{(\mu-\varepsilon_n)/kT}\right]
\end{equation}
electrons per area. A potential that depends on $z$ alone conserves $k$, and $E$ cancels in the energy differences. Summing over $k$ therefore leaves the weights $w_{nm}$ with this $g$, and case (a) applies. The Hartree kernel must satisfy $\partial_z^2K_{\rm H}=-4\pi\delta(z-z')$, and, like the Coulomb interaction, it is an even function of $z-z'$, which excludes a linear term; hence $K_{\rm H}=-2\pi|z-z'|$ up to a constant, which $\chi_0$ removes. At the fixed point $\mu$ lies $0.110$ hartree above the lowest level, with three subbands below it.

\paragraph{One change followed through the map.} Take $\delta\rho_{\rm in}=2\times10^{-4}\,\rho\cos(\pi z/L)$, which moves charge towards $z=0$. At $z=5$ bohr, where $\rho=4.795\times10^{-3}$ bohr$^{-3}$ and the cosine is $0.7071$,
\begin{align}
\delta\rho_{\rm in}&=2\times10^{-4}\times4.795\times10^{-3}\times0.7071=6.781\times10^{-7}\ \text{bohr}^{-3},\\
\delta v&=K\delta\rho_{\rm in}=2.532\times10^{-4}\ \text{hartree},\\
\delta\rho_{\rm out}&=\chi_0\delta v=-1.34955\times10^{-5}\ \text{bohr}^{-3},\\
\delta R&=-1.34955\times10^{-5}-0.06781\times10^{-5}=-1.41736\times10^{-5}\ \text{bohr}^{-3}.
\end{align}
The added electrons raise the potential, and the output drives out about twenty times as many as were added. The complete nonlinear map gives $\delta\rho_{\rm out}=-1.3503\times10^{-5}$ bohr$^{-3}$, which differs from first order by $0.05\%$ of its value. Halving the input change divides the norm of the remainder by $4.000$, as a second-order remainder requires.

\paragraph{The whole Jacobian.} Numerical differentiation of the map, one grid point at a time, agrees with $\chi_0K$ to $8\times10^{-8}$. This error and those that follow are largest deviations relative to the largest element of the numerical Jacobian. At a density displaced by a $5\%$ dipolar change, the residual reaches $5.9\times10^{-3}$ bohr$^{-3}$, more than the background density itself, and the formula still agrees to $3\times10^{-7}$. The Jacobian of the fixed point, used at the displaced density, is wrong by $0.52$; the operators do have to be taken at $\rho_{\rm in}$.

At the fixed point, leaving out the exchange-correlation kernel causes an error of $0.09$. Replacing $\chi_0$ by $\chi_\mu$ causes one of $1.4$. The latter figure depends on the constant chosen in $K_{\rm H}$, since $\chi_\mu$, unlike $\chi_0$, responds to constants.

\paragraph{Spectrum and mixing.} For density changes that depend on $z$ alone, the eigenvalues of $1-\chi_0K$ run from $0.93$ to $22.785$. The mode of the largest is odd under reflection in the mid-plane: charge moves from one side of the film to the other. Equation (\ref{limit}) gives the limit $2/22.785=0.0878$. For $\alpha=0.08339$ the predicted factor for this mode is $1-0.08339\times22.785=-0.900$, and for $\alpha=0.09217$ it is $-1.100$. Started with an error along this mode, the actual iteration gives the same factors to the digits shown: the error alternates in sign, and it shrinks in the first case and grows in the second. In the first case this is not the slowest mode: the mode of the smallest eigenvalue has the factor $1-0.08339\times0.93=0.92$, so a general $z$-dependent error ends by decaying along the soft modes, without alternating. The limit $0.0878$ holds only for iterations that keep the density uniform in the plane. A modulation of in-plane wave number $q$ feels the Hartree kernel $2\pi e^{-q|z-z'|}/q$, and the largest eigenvalue is then about $36$, $90$ and $264$ at $q=0.1$, $0.05$ and $0.02$ bohr$^{-1}$; a wide lateral cell needs a much smaller step.

The smallest eigenvalue lies below one because of exchange and correlation. To see this, let $x$ be a normalized eigenvector of $AKA$, so that $\lambda-1=(Ax,KAx)$. The density $\eta=Ax$ is neutral, since $\chi_01=0$ implies $A1=0$. Let $Q(s)$ be the charge per area of $\eta$ to the left of $s$. With the step function $\theta$, $|z-z'|=\int[\theta(s-z)-\theta(s-z')]^2ds$. On expanding the square, the two squared terms vanish by neutrality and the cross term leaves
\begin{equation}
-2\pi\iint\eta(z)\,|z-z'|\,\eta(z')\,dz\,dz'=4\pi\int Q(s)^2\,ds\ge0 .
\end{equation}
The Hartree part cannot lower $\lambda$ below one, so the exchange-correlation part, which is negative here, must do it.

A Newton step built from the same Jacobian reduces the largest residual from $8\times10^{-8}$ to $5\times10^{-14}$ bohr$^{-3}$. The response $\chi_0\,\delta v$ to one test potential was also compared with numerical differentiation for a gapped filling and for a ring with degenerate levels, the two situations for which Lemmas 2 and 3 needed separate arguments; it agrees to better than $10^{-8}$ in both.

\section*{Table of computed values}
\begin{verbatim}
wall distance: 20.0 bohr
r_s of background: 4.0 bohr
temperature kT: 0.010 hartree
grid points: 59, spacing: 0.3333 bohr
background density: 3.730194e-03 bohr^-3
electrons per area: 0.074604 bohr^-2
chemical potential minus lowest level: 0.11007 hartree
subbands below chemical potential: 3
max residual after 0 Newton steps: 8.14e-08 bohr^-3
max residual after 1 Newton steps: 4.79e-14 bohr^-3
max residual after 2 Newton steps: 3.05e-16 bohr^-3
max residual after 3 Newton steps: 2.84e-16 bohr^-3
max residual after 4 Newton steps: 1.63e-16 bohr^-3
gapped response, relative error: 3.8e-09
degenerate ring response, relative error: 5.7e-10
Jacobian error at fixed point, relative: 7.8e-08
max residual at displaced density: 5.925e-03 bohr^-3
Jacobian error at displaced density, relative: 2.7e-07
fixed-point Jacobian used there, error: 0.517
error without Fermi-level shift, relative: 1.424
error without xc kernel, relative: 0.092
largest column sum of numerical Jacobian: 4.4e-10
relative amplitude of dipolar change: 2.0e-04
probe position: 5.000 bohr
density at probe: 4.794975e-03 bohr^-3
delta rho_in at probe: 6.78112e-07 bohr^-3
delta v at probe, K delta rho: 2.53221e-04 hartree
delta v at probe, actual: 2.53222e-04 hartree
delta rho_out at probe, chi0 K: -1.34955e-05 bohr^-3
delta rho_out at probe, actual: -1.35026e-05 bohr^-3
delta R at probe, first order: -1.41736e-05 bohr^-3
remainder ratio on halving the change: 4.0000
largest eigenvalue of 1 - chi0 K: 22.7850
same from numerical Jacobian: 22.7850
smallest eigenvalue of 1 - chi0 K: 0.9315
mirror parity of the largest mode: -1.0000
mixing limit 2/lambda_max: 0.08778
alpha 0.08339: error factor predicted -0.9000, measured -0.9000
alpha 0.09217: error factor predicted -1.1000, measured -1.1000
\end{verbatim}
